# First breakdown among many cells: area scaling of Weibull lifetimes

**Q:** You measure breakdown on small test capacitors and then quote a lifetime for a chip whose gate oxide is thousands of times larger. What entitles you to do that?

**A:** A model with stated assumptions. Divide the chip's gate oxide into $N$ cells, each with the area of one test capacitor and each at the same voltage and temperature as the others. Let $T_i$ be the time at which cell $i$ would break down. I assume that the chip fails at the first breakdown of any cell. In very thin oxides the first breakdown is often soft and the circuit may go on working; the model then gives the time to first breakdown, which is shorter than the life of the circuit. Under this assumption the lifetime is

$$T_{\min}=\min(T_1,\dots,T_N).$$

I also assume that the $T_i$ are statistically independent and that each follows the same two-parameter Weibull law,

$$F(t)=1-\exp\left[-\left(\frac{t}{\eta}\right)^{\beta}\right],\qquad t\ge 0,\quad \beta>0,\quad \eta>0.$$

Here $F(t)$ is the probability that a cell has failed by time $t$. The number $\beta$ is called the slope and the time $\eta$ the scale.

**Q:** What do those two parameters mean physically?

**A:** Put $t=\eta$. The bracket becomes 1 whatever the slope, so $F(\eta)=1-e^{-1}\approx 0.632$. The scale is the time by which about 63% of the cells have failed.

The slope fixes the spread. Define $E=(T/\eta)^\beta$. The event $E>u$ is the event $T>\eta u^{1/\beta}$, which has probability $e^{-u}$. So $E$ has the same distribution for every $\beta$ and $\eta$. Solving for $T$ and taking the logarithm gives

$$\ln T=\ln\eta+\frac{1}{\beta}\ln E .$$

The spread of $\ln T$ is therefore proportional to $1/\beta$. A small slope means lifetimes scattered over many factors of ten; a large slope means cells that fail at nearly the same time.

**Q:** Then what is the distribution of the first failure? The minimum of many random numbers could have a quite different shape.

**A:** It is easiest to follow the survivors. One cell survives beyond $t$ with probability

$$S(t)=1-F(t)=\exp\left[-\left(\frac{t}{\eta}\right)^{\beta}\right].$$

The smallest lifetime exceeds $t$ if and only if every lifetime exceeds $t$. Independence turns the probability of this joint event into a product, and the equality of the cells makes all factors the same:

$$S_N(t)=P(T_1>t)\,P(T_2>t)\cdots P(T_N>t)=[S(t)]^N .$$

Raising an exponential to the power $N$ multiplies its exponent by $N$:

$$S_N(t)=\exp\left[-N\left(\frac{t}{\eta}\right)^{\beta}\right].$$

Now write $N=(N^{1/\beta})^{\beta}$ and take it inside the power:

$$N\left(\frac{t}{\eta}\right)^{\beta}=\left(\frac{N^{1/\beta}\,t}{\eta}\right)^{\beta}=\left(\frac{t}{\eta_N}\right)^{\beta},\qquad \eta_N=\eta\,N^{-1/\beta}.$$

Hence

$$F_N(t)=1-\exp\left[-\left(\frac{t}{\eta_N}\right)^{\beta}\right].$$

This is a Weibull law with the same slope $\beta$ and with the scale divided by $N^{1/\beta}$. No approximation was made, so it holds for $N=2$ as well as for $N=10^4$.

**Q:** With $N$ cells there are $N$ chances to fail. I would have divided the lifetime by $N$.

**A:** That is right for $\beta=1$, where $\eta_N=\eta/N$. The failure rate per surviving cell is

$$h(t)=-\frac{d\ln S}{dt}=\frac{\beta}{\eta}\left(\frac{t}{\eta}\right)^{\beta-1}.$$

Since $S_N=S^N$, the rate for a chip of $N$ cells is $N\,h(t)$ at every time, whatever the slope. For $\beta=1$ the rate is constant, and $N$ times the rate means a lifetime shorter by the factor $N$. For $\beta>1$ the rate is low at first and grows. The first failure among many cells comes early, when each cell is still failing slowly, and the reduction is weaker than $N$. For $\beta<1$ the rate is highest at the start and the reduction is stronger than $N$. In the limit $\beta\to\infty$ all cells fail at the same time $\eta$, and $N^{1/\beta}\to1$: area then has no effect.

A simulation separates the two rules. With $\beta=1.25$ and 20 cells per chip, 40 000 chips were drawn and the first failure of each was kept. The derived scale is 0.0910 in units of the cell scale. A fit with slope and scale both free gave a scale of 0.0911 and a slope of 1.254. The largest distance between the simulated and derived cumulative distributions was 0.0034, within the allowed 0.011. With the scale $\eta/N$ the distance was 0.27.

**Q:** Is there a way to see this in measured data, without trusting a fit?

**A:** Plot the failed fraction on an axis that makes the law straight. From $1-F=\exp[-(t/\eta)^\beta]$, one logarithm and a change of sign give $-\ln(1-F)=(t/\eta)^\beta$. A second logarithm gives

$$W_1(t)=\ln[-\ln(1-F)]=\beta\ln t-\beta\ln\eta .$$

Against $\ln t$ this is a line of slope $\beta$, which is where the name comes from. For the chip, replace $\eta$ by $\eta_N$ and use $\ln\eta_N=\ln\eta-(\ln N)/\beta$:

$$W_N(t)=\beta\ln t-\beta\ln\eta+\ln N=W_1(t)+\ln N .$$

The chip line is parallel to the cell line and lies higher by $\ln N$. Read horizontally, it reaches a given height at a value of $\ln t$ that is smaller by $(\ln N)/\beta$.

In the simulation, at one tenth of the cell scale, 5.46% of the cells but 67.8% of the chips had failed. These two counted fractions give a vertical shift of 3.004, against $\ln 20=2.996$.

The horizontal shift also yields the slope from two areas. Since $\ln(\eta/\eta_N)=(\ln N)/\beta$,

$$\beta=\frac{\ln N}{\ln(\eta/\eta_N)} .$$

The two fitted scales of the simulation give 1.250 in this way. For real oxides, agreement between this value and the slope read from each line is a useful check on the assumptions.

**Q:** My two areas are not in a whole-number ratio. Does the argument break down?

**A:** Not if the assumptions hold for smaller pieces too. Let the test capacitor consist of $m$ equal independent pieces and the chip of $k$ such pieces, each with survival probability $s(t)$. Then $S_{\rm test}=s^m$ and $S_{\rm chip}=s^k$. Taking the positive $m$-th root of the first gives $s=S_{\rm test}^{1/m}$, so

$$S_{\rm chip}=S_{\rm test}^{\,k/m}.$$

The rest of the derivation is unchanged, with $N$ replaced by the area ratio $k/m$. What is needed is that failure is governed by area; a capacitor that breaks down mainly along its edge does not meet this condition.

**Q:** At the chip's characteristic time $\eta_N$, what are the cells doing?

**A:** Almost nothing. The failed fraction of cells is $1-\exp[-(\eta_N/\eta)^\beta]$, and $(\eta_N/\eta)^\beta=1/N$. If one went on counting failures after the first, the expected number by that time would be

$$N\left(1-e^{-1/N}\right)\approx 1-\frac{1}{2N},$$

where the exponential was expanded to second order in $1/N$. For $N=10^4$ this is 0.99995. The chip scale is thus the time at which about one cell in the whole area is expected to have failed. The chip's life is decided in the early tail of the cell distribution.

**Q:** A product is sold with a small permitted failure fraction, not with 63% of the chips dead. What lifetime do you quote?

**A:** Let $p$ be the permitted fraction of failed chips and $t_p$ the time at which it is reached. Setting $F_N(t_p)=p$ gives

$$\exp\left[-N\left(\frac{t_p}{\eta}\right)^\beta\right]=1-p .$$

Take the logarithm, change the sign, divide by $N$ and take the power $1/\beta$:

$$t_p=\eta\left[\frac{-\ln(1-p)}{N}\right]^{1/\beta}=\eta_N\,[-\ln(1-p)]^{1/\beta}.$$

There are two reductions: one from the area, one from the demand for few failures.

**Q:** Put numbers in.

**A:** I take round model parameters, which do not describe a particular oxide. The test capacitor has an area of $10^{-5}$ cm² and the chip a gate area of 0.1 cm², so $N=0.1/10^{-5}=10^4$. The cell scale at use conditions is $\eta=10^5$ years, and $p=10^{-4}$.

For $\beta=2$ the area factor is $N^{1/2}=100$, and the chip scale is $10^5/100=1000$ years. The second factor is $[-\ln(1-p)]^{1/2}\approx 0.0100$. Therefore

$$t_p\approx 1000\times0.0100=10.0\ \text{years}\approx 8.77\times10^4\ \text{hours}.$$

For $\beta=1.25$, with everything else unchanged, the area factor is $N^{0.8}\approx1585$ and the chip scale is $10^5/1585\approx63.1$ years. The second factor is $6.31\times10^{-4}$, and

$$t_p\approx 63.1\times6.31\times10^{-4}\approx0.0398\ \text{years}\approx349\ \text{hours}.$$

Ignoring the area would have given 1000 years and 63.1 years, too long by the factors 100 and 1585. These values nearly coincide with the chip scales because I chose $p=1/N$: for small $p$, $-\ln(1-p)\approx p$, so the two reductions are almost equal.

As a check, $t_p$ was also found by integrating the cell's probability density numerically and solving for the time at which the permitted fraction of chips has failed. Both slopes gave agreement with the formula.

**Q:** Ten years against two weeks, from a change of slope alone? That makes me distrust the projection.

**A:** It should make you careful about the slope. At fixed $\eta$, $N$ and $p$,

$$\ln t_p=\ln\eta-\frac{L}{\beta},\qquad L=\ln\frac{N}{-\ln(1-p)} .$$

In the example $-\ln(1-p)\approx1/N$, so $L\approx2\ln N\approx18.4$. Going from $\beta=2$ to $\beta=1.25$ lowers $\ln t_p$ by $18.4\,(0.8-0.5)\approx5.5$, which is a factor of about 250. That is the ratio of the two lifetimes.

For a small error $\delta\beta$, differentiation gives $\delta\ln t_p\approx L\,\delta\beta/\beta^2$. At $\beta=2$, an error of 0.1 in the slope shifts $\ln t_p$ by about 0.46, to first order. The same error matters more at smaller $\beta$.

There is a second reason for care. The fraction of cells failed at $t_p$ follows from $(1-F)^N=1-p$:

$$F(t_p)=1-(1-p)^{1/N}\approx\frac{p}{N}=10^{-8}.$$

A test on a hundred capacitors says nothing direct about one failure in a hundred million. The projection assumes that the same straight line continues down to that level. In real oxides a small population of defect-related early failures, with a shallower slope, can take over there, and the projection is then too optimistic. Tests on larger areas help, because each large capacitor samples many cells at once.

**Q:** Suppose the cells follow the Weibull law at early times but not later. Is the result lost?

**A:** It survives as a limit for large $N$. Let $F(t)\approx(t/\eta)^\beta$ as $t\to0$, with any behaviour afterwards. Measure time in units of the reduced scale, $t=\eta N^{-1/\beta}x$, and keep $x$ fixed while $N$ grows. Then $t\to0$, so $F(t)\approx x^\beta/N$, and

$$S_N=[1-F(t)]^N\approx\left(1-\frac{x^\beta}{N}\right)^N\longrightarrow e^{-x^\beta}.$$

The minimum approaches the same Weibull law. For cells that are Weibull at all times the limit is unnecessary, since the law already holds at every $N$.

**Q:** Real cells are not identical. Some oxide regions are thinner than others.

**A:** Suppose first that the scales $\eta_i$ differ but the slope is common. The product of survival probabilities is

$$S_N(t)=\exp\left[-\sum_{i=1}^N\left(\frac{t}{\eta_i}\right)^\beta\right]=\exp\left[-t^\beta\sum_{i=1}^N\eta_i^{-\beta}\right].$$

This is still Weibull with slope $\beta$, and its scale obeys

$$\eta_{\min}^{-\beta}=\sum_{i=1}^N\eta_i^{-\beta}.$$

Equal scales give $\eta_{\min}^{-\beta}=N\eta^{-\beta}$, the earlier result.

Here the $\eta_i$ are one fixed set, the same in every chip. If they vary from chip to chip, or from one test capacitor to the next, the measured lifetimes are a mixture of different Weibull laws. Such a mixture is in general not Weibull. Its local slope on the Weibull plot never exceeds $\beta$, so a slope fitted over its whole range comes out too small and should not be used as the $\beta$ of this formula. The early tail, where $F\approx\langle\eta^{-\beta}\rangle\,t^\beta$ if that average is finite, keeps the slope $\beta$.

The mean lifetime gives a check that does not use the product of survival probabilities, although it still assumes independence. A lifetime is the integral over time of a quantity that is 1 while the cell lives and 0 afterwards; averaging it gives $\langle T\rangle=\int_0^\infty S(t)\,dt$. With $u=(t/\eta)^\beta$, so that $t=\eta u^{1/\beta}$ and $dt=(\eta/\beta)u^{1/\beta-1}du$,

$$\langle T\rangle=\frac{\eta}{\beta}\int_0^\infty u^{1/\beta-1}e^{-u}\,du=\frac{\eta}{\beta}\,\Gamma\left(\frac1\beta\right)=\eta\,\Gamma\left(1+\frac1\beta\right).$$

For two cells with $\beta=1.25$ and scales 1 and 3, this formula with $\eta_{\min}$ in place of $\eta$ gives a mean first failure of 0.7775. Direct integration of the smaller lifetime over the joint density, which for independent cells is the product of the two cell densities, gives the same value. For two cells of scale 1 both routes give 0.5349.

**Q:** And if the slopes differ as well?

**A:** Then the minimum is no longer Weibull. Take two cells with $\eta=1$ and slopes $a<b$. Now $-\ln S=t^a+t^b$, and the local slope of the Weibull plot is

$$\frac{d\ln(t^a+t^b)}{d\ln t}=\frac{a\,t^a+b\,t^b}{t^a+t^b}.$$

At early times $t^a$ is the larger term and the slope tends to $a$; at late times it tends to $b$. For $a=1$ and $b=3$ the local slope is 1.0002 at $t=0.01$ and 2.92 at $t=5$. The second value only illustrates the limit: the surviving fraction at $t=5$ is $e^{-130}$, far beyond the reach of any test. But the plot is already curved where failures can be observed. When 99% of the pairs have failed, near $t=1.46$, the local slope is about 2.36. A line fitted to the late failures would have too steep a slope and would predict too few early ones.

**Q:** You have used independence throughout. How much depends on it?

**A:** The step $S_N=S^N$ depends on it, and so does the size of the reduction of the scale. In the opposite extreme all cells fail together. Then $T_{\min}=T_1$, and the scale stays at $\eta$ for any $N$. Between these lies a simple case: the cells form groups of $g$, all members of a group fail together, and different groups are independent. There are then $N/g$ independent lifetimes, and the scale is $\eta\,(N/g)^{-1/\beta}$. In this case the number that enters the law is the number of independent groups, not the number of cells. Other kinds of dependence, such as an oxide thickness that varies from chip to chip, need a calculation of their own. The numerical output below lists the simulation results and the lifetimes quoted above.

## Calculated quantities

```
simulation: slope 1.25, cell scale 1.0 (unit of time)
simulation: cells per chip 20, chips 40000
predicted scale of minimum: 0.09103 (cell scales)
fitted scale of minimum: 0.09111 (cell scales)
fitted slope of single cells: 1.2496
fitted slope of minimum: 1.2537
slope from the two fitted scales: 1.2504
largest CDF distance, predicted law: 0.00336
allowed CDF distance: 0.01100
largest CDF distance, wrong scale eta/N: 0.2717
counting time: 0.10 (cell scales)
failed fraction of cells then: 0.05458
failed fraction of chips then: 0.67763
plot shift counted: 3.0042; ln N: 2.9957
two cells, scales 1 and 1, mean minimum integrated: 0.534940
two cells, scales 1 and 1, mean from formula: 0.534940
two cells, scales 1 and 3, mean minimum integrated: 0.777482
two cells, scales 1 and 3, mean from formula: 0.777482
slopes 1 and 3 mixed: local slope at t=0.01: 1.0002
slopes 1 and 3 mixed: local slope at t=5: 2.9231
test capacitor area: 1e-05 cm^2; chip area: 0.1 cm^2
number of cells N: 10000; ln N: 9.2103
cell scale: 100000 years
permitted chip failure fraction p: 1e-04
fraction failed at the scale time: 0.6321
expected failed cells at chip scale: 0.99995
cell fraction failed at t_p: 1.00005e-08
beta=2.0: reduction N^(1/beta): 100.00
beta=2.0: chip scale: 1000.000 years
beta=2.0: factor [-ln(1-p)]^(1/beta): 1.00003e-02
beta=2.0: t_p with area ignored: 1000.025 years
beta=2.0: chip t_p from formula: 10.00025 years
beta=2.0: chip t_p solved from density: 10.00025 years
beta=2.0: chip t_p: 87662.2 hours
beta=1.25: reduction N^(1/beta): 1584.89
beta=1.25: chip scale: 63.096 years
beta=1.25: factor [-ln(1-p)]^(1/beta): 6.30983e-04
beta=1.25: t_p with area ignored: 63.098 years
beta=1.25: chip t_p from formula: 0.03981 years
beta=1.25: chip t_p solved from density: 0.03981 years
beta=1.25: chip t_p: 349.0 hours
```
